# Charge-Constrained Density Fitting and Its Cost in Residual Self-Repulsion: a program that tests the result

```python
"""Coulomb-metric density fitting with an electron-number constraint.

Result under test: for a density rho with N electrons, fitted by
sum_P c_P chi_P, the residual self-repulsion D = (r|r), r = rho - fit, obeys
    c_con = J^-1 (b + lam q),  lam = (N - q.c_free)/C,  C = q.J^-1.q,
    D_con = D_free + (N - q.c_free)^2 / C  >=  D_free.
J_PQ = (P|Q), b_P = (P|rho), q_P = integral of chi_P, c_free = J^-1 b.
(f|g) is the Coulomb integral without a factor 1/2; atomic units throughout.
"""
import numpy as np
from scipy import constants, integrate, linalg, optimize, special
from pyscf import gto, scf, df, dft

# ---------- one Gaussian fitted by one Gaussian ----------
exp_rho, exp_fit = 1.0, 2.0


def enclosed(exponent, r):
    """Charge inside radius r of a unit-charge Gaussian density."""
    return (special.erf(np.sqrt(exponent) * r)
            - 2 * np.sqrt(exponent / np.pi) * r * np.exp(-exponent * r * r))


def field_self_repulsion(c):
    """(r|r) from the electric field of the spherical residual."""
    def integrand(r):
        return ((enclosed(exp_rho, r) - c * enclosed(exp_fit, r)) / r) ** 2
    inner = integrate.quad(integrand, 0, 10, epsabs=1e-12, limit=200)[0]
    outer = integrate.quad(integrand, 10, np.inf, epsabs=1e-12)[0]
    return inner + outer


def gaussian_coulomb(a, b):
    """Coulomb integral of two concentric unit-charge Gaussians."""
    return 2 / np.sqrt(np.pi) * np.sqrt(a * b / (a + b))


rr = gaussian_coulomb(exp_rho, exp_rho)
rf = gaussian_coulomb(exp_rho, exp_fit)
ff = gaussian_coulomb(exp_fit, exp_fit)
c_free_1 = np.sqrt(2 * exp_rho / (exp_rho + exp_fit))
d_free_1 = rr - rf**2 / ff
increase_1 = (1 - c_free_1) ** 2 * ff
d_con_1 = d_free_1 + increase_1
search = optimize.minimize_scalar(field_self_repulsion, bracket=(0.5, 1.2))
assert abs(search.x - c_free_1) < 1e-5
assert abs(search.fun - d_free_1) < 1e-8
assert abs(field_self_repulsion(1.0) - d_con_1) < 1e-8

print("GAUSSIAN MODEL (atomic units)")
print(f"exponents: density {exp_rho:.1f}, fit {exp_fit:.1f} bohr^-2")
print(f"(rho|rho) = {rr:.6f} hartree")
print(f"(rho|chi) = {rf:.6f} hartree")
print(f"(chi|chi) = {ff:.6f} hartree")
print(f"free coefficient = {c_free_1:.6f}")
print(f"charge defect = {1 - c_free_1:.6f} electrons")
print(f"lambda = {(1 - c_free_1) * ff:.6f} hartree")
print(f"D free = {d_free_1:.6f} hartree")
print(f"D constrained = {d_con_1:.6f} hartree")
print(f"increase = {increase_1:.6f} hartree")
print(f"D constrained, field integral = {field_self_repulsion(1.0):.6f} hartree")

# ---------- Hartree-Fock density of water ----------
bond, angle_deg = 1.81, 104.5
half = np.radians(angle_deg) / 2
hx, hz = bond * np.sin(half), bond * np.cos(half)
mol = gto.M(atom=[["O", (0, 0, 0)], ["H", (hx, 0, hz)], ["H", (-hx, 0, hz)]],
            basis="def2-svp", unit="Bohr", verbose=0)
mf = scf.RHF(mol)
mf.conv_tol = 1e-11
mf.kernel()
assert mf.converged
dm = mf.make_rdm1()
n_elec = np.einsum("ij,ji", dm, mol.intor("int1e_ovlp"))
assert abs(n_elec - mol.nelectron) < 1e-9
self_rep = np.einsum("ij,ji", mf.get_j(mol, dm), dm)

grid = dft.gen_grid.Grids(mol)
grid.level = 5
grid.prune = None
grid.build()

# Six directions: their average cancels dipole, quadrupole and octupole.
far_radius = 100.0
far_points = far_radius * np.vstack([np.eye(3), -np.eye(3)])
probes = gto.fakemol_for_charges(far_points)
far_rho = np.einsum("ijg,ij->g", df.incore.aux_e2(mol, probes, "int3c2e"), dm)


def auxiliary_charges(aux):
    """Analytic integrals of the functions; only s functions carry charge."""
    charges = np.zeros(aux.nao_nr())
    offsets = aux.ao_loc_nr()
    for shell in range(aux.nbas):
        if aux.bas_angular(shell) == 0:
            exps = aux.bas_exp(shell)
            n_con = aux.bas_nctr(shell)
            start = aux._bas[shell, gto.mole.PTR_COEFF]
            coef = aux._env[start:start + n_con * len(exps)]
            coef = coef.reshape(n_con, len(exps))
            radial = np.sqrt(np.pi) / (4 * exps**1.5)
            charges[offsets[shell]:offsets[shell + 1]] = (
                np.sqrt(4 * np.pi) * coef @ radial)
    return charges


print("WATER, RHF/def2-SVP")
print(f"bond length = {bond:.2f} bohr, angle = {angle_deg:.1f} degrees")
print(f"RHF energy = {mf.e_tot:.6f} hartree")
print(f"electrons N = {n_elec:.6f}")
print(f"(rho|rho) = {self_rep:.6f} hartree")

hartree_kjmol = (constants.physical_constants["Hartree energy"][0]
                 * constants.N_A / 1000)
full_basis = {el: gto.basis.load("def2-universal-jfit", el) for el in "OH"}
previous = None
for label, l_max in (("s only", 0), ("s and p", 1), ("complete", 99)):
    cut = {el: [sh for sh in shells if sh[0] <= l_max]
           for el, shells in full_basis.items()}
    aux = df.addons.make_auxmol(mol, cut)
    J = aux.intor("int2c2e")
    b = np.einsum("ijP,ij->P", df.incore.aux_e2(mol, aux, "int3c2e"), dm)
    q = auxiliary_charges(aux)
    # The molecular grid limits this comparison; the charges reach order 10.
    q_grid = grid.weights @ aux.eval_gto("GTOval_sph", grid.coords)
    assert np.max(np.abs(q - q_grid)) < 1e-3
    assert linalg.eigvalsh(J)[0] > 0

    def residual(c):
        return self_rep - 2 * c @ b + c @ J @ c

    # Derived formulas.
    factor = linalg.cho_factor(J)
    c_free = linalg.cho_solve(factor, b)
    spread = linalg.cho_solve(factor, q)
    capacity = q @ spread
    defect = n_elec - q @ c_free
    lam = defect / capacity
    c_con = c_free + lam * spread
    increase = defect**2 / capacity
    d_free = residual(c_free)

    # Independent road: eliminate the constraint, without a multiplier.
    Z = linalg.null_space(q[None, :])

    def minimum_at_charge(target):
        start = q * target / (q @ q)
        y = linalg.solve(Z.T @ J @ Z, Z.T @ (b - J @ start), assume_a="pos")
        return start + Z @ y

    c_elim = minimum_at_charge(n_elec)
    d_con = residual(c_elim)
    # Absolute tolerances allow for cancellation against (rho|rho).
    assert np.max(np.abs(c_elim - c_con)) < 1e-7 * max(1, np.abs(c_con).max())
    assert abs(d_con - d_free - increase) < 1e-10
    assert d_con >= d_free - 1e-10
    assert np.max(np.abs(b - J @ c_elim + lam * q)) < 1e-8
    # No increase when the target equals the charge of the free fit.
    assert abs(residual(minimum_at_charge(q @ c_free)) - d_free) < 1e-10
    # The multiplier is half the slope of the minimum with target charge.
    slope = (residual(minimum_at_charge(n_elec + 0.1))
             - residual(minimum_at_charge(n_elec - 0.1))) / 0.2
    assert abs(slope - 2 * lam) < 1e-8

    # Error of the plain fitted self-repulsion.
    plain_error = c_elim @ J @ c_elim - self_rep
    assert abs(plain_error - (2 * lam * n_elec - d_free - increase)) < 1e-8
    assert abs(c_free @ J @ c_free - self_rep + d_free) < 1e-9

    # Monopole of each residual, seen in its distant potential.
    far_aux = gto.mole.intor_cross("int2c2e_sph", aux, probes)
    mono_free = far_radius * np.mean(far_rho - c_free @ far_aux)
    mono_con = far_radius * np.mean(far_rho - c_elim @ far_aux)
    assert abs(mono_free - defect) < 1e-6
    assert abs(mono_con) < 1e-6

    # Larger nested sets: D cannot grow, C cannot shrink.
    if previous is not None:
        assert d_free <= previous[0] + 1e-10
        assert d_con <= previous[1] + 1e-10
        assert capacity >= previous[2] - 1e-9
    previous = (d_free, d_con, capacity)

    print(f"FIT SET: {label}, {len(q)} functions")
    print(f"  charge of free fit = {q @ c_free:.8f} electrons")
    print(f"  charge defect = {defect:.5e} electrons")
    print(f"  C = {capacity:.6f} hartree^-1")
    print(f"  lambda = {lam:.5e} hartree")
    print(f"  D free = {d_free:.8e} hartree")
    print(f"  D constrained = {d_con:.8e} hartree")
    print(f"  increase, formula = {increase:.4e} hartree")
    print(f"  increase, direct = {d_con - d_free:.4e} hartree")
    print(f"  half increase = {increase / 2 * hartree_kjmol:.3e} kJ/mol")
    print(f"  plain error, free = {-d_free:.4e} hartree")
    print(f"  plain error, constrained = {plain_error:.4e} hartree")

print("every check passed")
```

Running it gives:

```
GAUSSIAN MODEL (atomic units)
exponents: density 1.0, fit 2.0 bohr^-2
(rho|rho) = 0.797885 hartree
(rho|chi) = 0.921318 hartree
(chi|chi) = 1.128379 hartree
free coefficient = 0.816497
charge defect = 0.183503 electrons
lambda = 0.207061 hartree
D free = 0.045632 hartree
D constrained = 0.083628 hartree
increase = 0.037996 hartree
D constrained, field integral = 0.083628 hartree
WATER, RHF/def2-SVP
bond length = 1.81 bohr, angle = 104.5 degrees
RHF energy = -75.960982 hartree
electrons N = 10.000000
(rho|rho) = 93.681745 hartree
FIT SET: s only, 12 functions
  charge of free fit = 10.01179278 electrons
  charge defect = -1.17928e-02 electrons
  C = 4.236955 hartree^-1
  lambda = -2.78331e-03 hartree
  D free = 1.67111868e-02 hartree
  D constrained = 1.67440098e-02 hartree
  increase, formula = 3.2823e-05 hartree
  increase, direct = 3.2823e-05 hartree
  half increase = 4.309e-02 kJ/mol
  plain error, free = -1.6711e-02 hartree
  plain error, constrained = -7.2410e-02 hartree
FIT SET: s and p, 30 functions
  charge of free fit = 10.00988716 electrons
  charge defect = -9.88716e-03 electrons
  C = 4.288642 hartree^-1
  lambda = -2.30543e-03 hartree
  D free = 1.16410212e-02 hartree
  D constrained = 1.16638154e-02 hartree
  increase, formula = 2.2794e-05 hartree
  increase, direct = 2.2794e-05 hartree
  half increase = 2.992e-02 kJ/mol
  plain error, free = -1.1641e-02 hartree
  plain error, constrained = -5.7772e-02 hartree
FIT SET: complete, 71 functions
  charge of free fit = 10.00350066 electrons
  charge defect = -3.50066e-03 electrons
  C = 4.317541 hartree^-1
  lambda = -8.10799e-04 hartree
  D free = 2.17720231e-04 hartree
  D constrained = 2.20558561e-04 hartree
  increase, formula = 2.8383e-06 hartree
  increase, direct = 2.8383e-06 hartree
  half increase = 3.726e-03 kJ/mol
  plain error, free = -2.1772e-04 hartree
  plain error, constrained = -1.6437e-02 hartree
every check passed
```
